\section*{Trimer binding energy from two island-density Arrhenius slopes}

\section*{Problem}

Atoms are deposited at a constant flux on a flat crystal surface. They diffuse, meet and form islands one atomic layer high. The island density is measured at the same coverage for a series of substrate temperatures, and $\ln N$ is plotted against $1/kT$. The plot has two straight parts:
\begin{itemize}
\item at low temperature, critical size $i=1$, slope $s_1=0.15$ eV;
\item at higher temperature, critical size $i=3$, slope $s_3=0.39$ eV.
\end{itemize}
Condensation is complete: no atom re-evaporates. Find (a) the adatom diffusion barrier $E_d$, (b) the binding energy $E_3$ of the trimer, and (c) the energy per bond on a square lattice.

\textbf{Conventions.} The critical size $i$ is the size of the largest unstable cluster, so an island of $i+1$ atoms is stable. $E_i>0$ is the energy needed to separate the critical cluster into $i$ isolated adatoms; hence $E_1=0$. Slopes are $s_i=d\ln N/d\beta$ with $\beta=1/kT$. They are positive because $N$ falls on heating. Densities are per lattice site, the flux $F$ is in monolayers (ML) per second, and the diffusion coefficient $D$ is in site areas per second.

\section*{Hints}

\begin{enumerate}
\item Under complete condensation, nearly every arriving atom ends in an existing island. What adatom density $n_1$ does this balance give?
\item Clusters up to size $i$ form and dissolve many times before one of them grows. Their density therefore follows from equilibrium with the adatoms.
\item A new island appears when a critical cluster captures one more adatom. Write this rate in terms of $N$ and integrate over coverage.
\item Raising the temperature changes both $D$ and the population of critical clusters. The low-temperature slope contains one of these energies, the other slope contains both.
\end{enumerate}

\section*{Solution}

\subsection*{Adatoms and critical clusters}

Let an adatom make $\nu e^{-\beta E_d}$ hops per second in total, each over one site spacing. Its mean square displacement per unit time, in site areas, equals this hop rate, and in two dimensions it also equals $4D$. Thus
\begin{equation}
D=\frac{\nu}{4}\,e^{-\beta E_d}.
\end{equation}

A cluster or island captures adatoms at the rate $\sigma D n_1$, where $\sigma$ is the dimensionless capture number. We take one constant $\sigma$ for all sizes. If islands take up the whole flux,
\begin{equation}
F=\sigma D n_1N
\quad\Longrightarrow\quad
n_1=\frac{F}{\sigma D N}.
\label{adatom}
\end{equation}
Two terms have been dropped: the change of the adatom density itself, $dn_1/dt$, and the atoms used to make new islands. Their sizes are checked below. For $i>1$, changes in the number of atoms held in clusters of 2 to $i$ atoms are also neglected, because such clusters are taken to be rare.

For the small clusters, consider a dilute lattice gas. A cluster of $i$ atoms has statistical weight $\lambda^i e^{\beta E_i}$, where $\lambda$ is the weight of one adatom. Since the gas is dilute, $n_1=\lambda$. If the cluster has $C_i$ shapes and orientations per site with the same energy,
\begin{equation}
n_i=C_i\,n_1^i\,e^{\beta E_i}.
\label{equilibrium}
\end{equation}
Vibrational factors, if independent of temperature, can be absorbed in $C_i$. For $i=1$ the relation reduces to $n_1=n_1$, with $C_1=1$ and $E_1=0$.

\subsection*{Island density}

Islands are taken to be immobile and not yet merging, so their number changes by nucleation:
\begin{equation}
\frac{dN}{dt}=\sigma D n_1 n_i
=\sigma D C_i e^{\beta E_i}n_1^{i+1}.
\end{equation}
The coverage is $\theta=Ft$, so $d\theta=F\,dt$. Dividing by $F$ and inserting (\ref{adatom}),
\begin{align}
\frac{dN}{d\theta}
&=\frac{\sigma D}{F}\,C_i e^{\beta E_i}
\left(\frac{F}{\sigma D N}\right)^{i+1}\nonumber\\
&=C_i e^{\beta E_i}
\left(\frac{F}{\sigma D}\right)^i N^{-(i+1)}.
\end{align}
One power of $F/(\sigma D)$ has cancelled. Multiplying by $N^{i+1}$ and integrating from $N=0$ at $\theta=0$ gives
\begin{equation}
N^{i+2}=(i+2)\,\theta\,C_i e^{\beta E_i}
\left(\frac{F}{\sigma D}\right)^i.
\label{density}
\end{equation}
The brief initial stage, before islands control the adatom density, has been neglected.

The dropped terms can now be sized. From (\ref{density}), $N\propto\theta^{1/(i+2)}$, while $n_1\propto1/N$. Relative to the flux, the dropped terms are
\begin{equation}
\frac{|dn_1/dt|}{F}=\frac{n_1}{(i+2)\theta},
\qquad
\frac{(i+1)\,dN/dt}{F}=\frac{(i+1)N}{(i+2)\theta}.
\label{conditions}
\end{equation}
Both must be small. The second condition says that the mean island contains many atoms.

\subsection*{Slopes and energies}

Take the logarithm of (\ref{density}):
\begin{equation}
(i+2)\ln N=\ln[(i+2)\theta C_i]+\beta E_i
+i\ln F-i\ln\sigma-i\ln D.
\end{equation}
Coverage, flux, $C_i$ and $\sigma$ are held fixed as temperature changes. Since $d\ln D/d\beta=-E_d$, the last term contributes $+iE_d$, and
\begin{equation}
s_i=\frac{iE_d+E_i}{i+2}.
\label{slope}
\end{equation}
Cooling slows diffusion and, for $i>1$, raises the population of critical clusters at given $n_1$. Both effects increase the island density.

(a) For $i=1$ the slope is $s_1=E_d/3$, so
\begin{equation}
E_d=3s_1=3(0.15)\ \mathrm{eV}=0.45\ \mathrm{eV}.
\end{equation}

(b) For $i=3$, $5s_3=3E_d+E_3$. Therefore
\begin{align}
E_3&=5s_3-3E_d=5s_3-9s_1\nonumber\\
&=(1.95-1.35)\ \mathrm{eV}=0.60\ \mathrm{eV}.
\label{answer}
\end{align}
This uses the same diffusion barrier in both temperature ranges.

(c) On a square lattice a trimer, straight or bent, has two nearest-neighbour bonds. If bond energies add, each is worth $E_b=E_3/2=0.30$ eV. This is also the binding energy lost when one end atom leaves the trimer, before its diffusion barrier is added. The 0.60 eV is the cost of complete separation.

The same counting explains the passage from $i=1$ to $i=3$. A dimer and a trimer can each lose an atom by breaking one bond, so they become unstable in a similar temperature range. A tetramer can close into a square, where each atom has two bonds. Treating every tetramer as stable assumes that atoms move along edges and round corners fast enough to close it before an atom detaches.

\subsection*{Does the flux confirm the critical size?}

At fixed temperature and coverage, (\ref{density}) gives
\begin{equation}
\frac{d\ln N}{d\ln F}=\frac{i}{i+2},
\end{equation}
which is $1/3$ for $i=1$ and $3/5$ for $i=3$. This measurement does not involve the unknown energies.

The formulas were tested against kinetic equations for the individual cluster sizes, with detachment rates set by detailed balance and no assumption of equilibrium or of a steady adatom density. Clusters larger than $i$ could not lose atoms. At $10^{-5}$ ML/s, between 560 and 640 K, the energies found above gave slopes of 0.1500 and 0.3900 eV and flux exponents of 0.3333 and 0.6000. A second case, with $E_d=0.55$ eV and $E_3=0.50$ eV, returned a trimer energy of 0.500 eV from its slopes.

\section*{Reading the result at a practical flux}

\subsection*{Island densities}

Take $F=0.01$ ML/s, $\theta=0.1$ ML, $\nu=10^{13}$ s$^{-1}$ and $\sigma=4$ on a square lattice with the rough site spacing of Ni(100), 0.25 nm. The energies are those just deduced.

At 270 K, $D/F=9.96\times10^5$. With $i=1$,
\begin{equation}
N=\left[\frac{3(0.1)}{4(9.96\times10^5)}\right]^{1/3}
=4.22\times10^{-3}\ \text{per site}.
\end{equation}
This is $6.8\times10^{12}$ cm$^{-2}$, or a typical spacing $0.25/\sqrt N=3.8$ nm. At 390 K, $D/F=3.83\times10^8$. There are two straight and four bent trimers per site, so $C_3=6$ and
\begin{equation}
N=\left[\frac{5(0.1)(6)e^{0.60\,\mathrm{eV}/kT}}
{(4\times3.83\times10^8)^3}\right]^{1/5}
=1.37\times10^{-4}\ \text{per site}.
\end{equation}
The density is $2.2\times10^{11}$ cm$^{-2}$ and the spacing 21 nm. The two laws cross at 324 K.

\subsection*{Finite flux and the choice of temperature range}

A fuller kinetic model allows detachment from clusters of two to eight atoms, with additive bonds. It takes the shapes of each size to be in equilibrium with one another, which requires fast edge and corner diffusion; if that is slow, most tetramers stay open, can lose an atom by breaking one bond, and the densities and slopes near 390 K change. Its densities are $3.99\times10^{-3}$ at 270 K and $1.31\times10^{-4}$ at 390 K, about 5\% and 4\% below the law. Its local slopes show how far the two-regime picture applies:

\begin{center}
\begin{tabular}{cc}
Range (K) & Slope (eV)\\
250--270 & 0.142\\
270--290 & 0.152\\
310--330 & 0.256\\
350--370 & 0.359\\
370--390 & 0.380\\
390--410 & 0.405\\
430--450 & 0.522
\end{tabular}
\end{center}

The low first value can be traced to atoms spent on making dimers. For $i=1$, including this loss changes (\ref{adatom}) to $F=\sigma Dn_1N+2\sigma Dn_1^2$. With $\epsilon=n_1/N$, the adatom density is lowered by the factor $1-2\epsilon$ to first order, and the nucleation rate, proportional to $n_1^2$, by $1-4\epsilon$. Since $\epsilon\propto\theta^{-2/3}$, its average over the deposition is three times its final value. Hence $N^3$ is lowered by the factor $1-12\epsilon$ and $N$ by $1-4\epsilon$, with $\epsilon$ now the final value. At 270 K, $\epsilon=F/(\sigma DN^2)=0.014$, which predicts a density 5.6\% below the law. Because $\epsilon\propto D^{-1/3}$, it grows on cooling, and the slope becomes $(E_d/3)(1-4\epsilon)\approx0.14$ eV.

Near 390 K another correction enters. Equation (\ref{adatom}) gives $n_1=4.8\times10^{-6}$, so a trimer grows at the rate $4.8\times10^{-6}\,\sigma D$. Detailed balance gives its loss rate as $\sigma D(C_2/C_3)e^{-\beta E_b}=4.4\times10^{-5}\,\sigma D$, with $C_2=2$. Growth is thus about a tenth of loss, and equilibrium (\ref{equilibrium}) is imperfect. The imperfection grows on cooling and pulls the slope below 0.39 eV. On further heating, tetramers also begin to decay. Formula (\ref{slope}) with $i=5$ and five bonds gives $(2.25+1.50)/7=0.54$ eV, so the rise to 0.522 eV points to a critical size above three. It does not mark a new straight part, because the slope is still climbing there. That last value also depends on the cut at eight atoms: allowing detachment up to eleven atoms raises it to 0.525 eV, while the rows up to 410 K do not change. At this flux $i=3$ has no true straight part either. The slope passes through 0.39 eV near 390 K while rising, and the flux exponent climbs from 0.54 at 350 K through 0.59 at 390 K to 0.67 at 430 K.

These small changes matter because (\ref{answer}) multiplies them by 5 and 9. The ranges 250--270 K and 370--390 K give an apparent $E_3$ of 0.62 to 0.63 eV, depending on rounding, close to the input because the two slope errors partly cancel. The ranges 270--290 K and 350--370 K, nearer the crossover, give $5(0.359)-9(0.152)=0.43$ eV. Independent errors of 0.01 eV in the two slopes give
\begin{equation}
\delta E_3=0.01\sqrt{5^2+9^2}\ \mathrm{eV}=0.10\ \mathrm{eV}.
\end{equation}
A measured value would therefore read $0.60\pm0.10$ eV at that slope precision, before systematic errors.

\subsection*{Comparison with real surfaces}

The flux is ordinary for slow molecular-beam growth, and barriers of a few tenths of an eV are usual for metals on metal (100) faces. The example borrows only the site spacing of nickel; its energies are not a fit to that metal. Re-evaporation is harmless here: less than 1\% loss at 390 K requires an adsorption energy above 0.91 eV, whereas metal adatoms are typically bound by several eV. Capture numbers do vary with island spacing. A diffusion-field estimate, applied to the scaling law alone, changes the slopes to 0.159 and 0.400 eV and the apparent trimer energy to 0.57 eV.

Immobile dimers are a less secure assumption. At 270 K, a dimer makes less than one hop before it grows if its barrier exceeds 0.68 eV, for the same attempt frequency. This condition is stricter than needed. Dimer motion changes $N$ appreciably when a dimer reaches an island about as fast as it catches an adatom, that is when the ratio of dimer to adatom diffusion coefficients approaches $\epsilon$. This happens near a barrier of $E_d+kT\ln(1/\epsilon)=0.55$ eV. Real dimers can be more mobile. In the opposite limit, most dimers reach an island before catching an adatom. With dimer diffusion coefficient $D_2$, the balance $Dn_1^2=D_2n_2N$ gives $n_2=Dn_1^2/(D_2N)$. If stable trimers form mainly by adatom capture,
\begin{equation}
\frac{dN}{dt}\propto Dn_1n_2
=\frac{D^2n_1^3}{D_2N}
\propto\frac{F^3}{DD_2N^4}.
\end{equation}
Thus $N^5\propto\theta F^2/(DD_2)$, and the slope is one fifth of the sum of the two barriers. If they are equal, $s_1=0.15$ eV means $E_d=0.375$ eV, and (\ref{answer}) becomes $E_3=1.95-1.125=0.83$ eV. This shift of more than 0.2 eV exceeds the other estimates for the well-chosen ranges. A flux exponent that stays at $2/5$, in place of $1/3$, along the low-temperature straight part would point to it. At 0.01 ML/s and 270 K both exponents fall short of these limits, about 0.38 for mobile and 0.32 for immobile dimers.

In chemical vapour deposition the supply of adatoms may itself be activated, $F\propto e^{-\beta E_r}$. If coverage is still held fixed, $E_d$ in (\ref{slope}) is replaced by $E_d-E_r$. The low-temperature slope then gives this difference, not the diffusion barrier. The combination $5s_3-9s_1$ still gives $E_3$, provided $E_r$ is the same in both regimes. Reconstructed semiconductor surfaces with strongly direction-dependent diffusion need their own capture laws and cluster counting.

\section*{Variations}

\subsection*{1. The second regime has critical size two}

Suppose the slope of 0.39 eV belongs to $i=2$. Equation (\ref{slope}) now gives $4s_2=2E_d+E_2$, so
\begin{equation}
E_2=4(0.39)-2(0.45)=0.66\ \mathrm{eV}.
\end{equation}
This is the energy of a dimer, hence of one bond, more than twice the 0.30 eV found before. Such a regime is natural on a triangular lattice, where a compact trimer gives each atom two bonds. A flux exponent that stays at $1/2$ along the straight part would support the assignment; a steady $3/5$ would support $i=3$. A single reading is not enough, because the exponent also passes through $1/2$ in the crossover from $i=1$ to $i=3$.

\subsection*{2. Most adatoms re-evaporate}

Let an adatom desorb after a mean time $\tau=\nu^{-1}e^{\beta E_a}$, long before it meets an island. Then $n_1=F\tau$, independent of $N$, and
\begin{equation}
\frac{dN}{dt}=\sigma D C_i e^{\beta E_i}(F\tau)^{i+1}.
\end{equation}
At fixed flux and deposition time, before islands merge, the slope is
\begin{equation}
s_i=(i+1)E_a+E_i-E_d.
\end{equation}
Here the coverage left on the surface is less than the deposited amount $Ft$. Suppose that the given slopes were measured at equal $Ft$. Would they fit this regime? For $i=1$, $2E_a-E_d=0.15$ eV. Subtracting this slope from that for $i=3$ gives $2E_a+E_3=0.24$ eV. Since $E_3>0$, the adsorption energy would have to be below 0.12 eV. That is far too weak for a metal adatom on a metal, so this reading can be rejected there. Under complete condensation the islands control $n_1$, and the same two slopes give the trimer energy of 0.60 eV found above.

The densities, local slopes and some of the correction estimates are collected in the numerical output that follows.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Given slopes, i=1 and i=3: 0.15, 0.39 eV
Diffusion barrier E_d: 0.45 eV
Trimer binding energy E_3: 0.60 eV
Energy per bond, square lattice: 0.30 eV
Energy if the second regime had i=2: 0.66 eV
E_3 error for independent 0.01 eV slope errors: 0.10 eV
Most bonds for sizes 2, 3, 4, 5: 1 2 4 5
Shapes per site, sizes 2 and 3: 2 6
Limit test: 560 and 640 K, flux 1e-05 ML/s
 E_d=0.45 eV, i=1: slope 0.1500 eV, flux exponent 0.3333
 E_d=0.45 eV, i=3: slope 0.3900 eV, flux exponent 0.6000
 trimer energy put in 0.60, recovered 0.600 eV
 E_d=0.55 eV, i=1: slope 0.1833 eV, flux exponent 0.3332
 E_d=0.55 eV, i=3: slope 0.4300 eV, flux exponent 0.6000
 trimer energy put in 0.50, recovered 0.500 eV
Example: flux 0.01 ML/s, coverage 0.1 ML, spacing 0.25 nm
Attempt frequency 1e+13 1/s, capture number 4
Crossing of the two scaling laws: 324 K
270 K, i=1: D/F = 9.96e+05
 islands per site: law 4.22e-03, full model 3.99e-03
 island density, law: 6.76e+12 cm^-2
 island spacing, law: 3.8 nm
 full-model flux exponent: 0.317
390 K, i=3: D/F = 3.83e+08
 islands per site: law 1.37e-04, full model 1.31e-04
 island density, law: 2.18e+11 cm^-2
 island spacing, law: 21.4 nm
 full-model flux exponent: 0.592
Full model (atoms detach from sizes 2 to 8), local slopes:
 250-270 K: 0.142 eV
 270-290 K: 0.152 eV
 290-310 K: 0.185 eV
 310-330 K: 0.256 eV
 330-350 K: 0.323 eV
 350-370 K: 0.359 eV
 370-390 K: 0.380 eV
 390-410 K: 0.405 eV
 410-430 K: 0.456 eV
 430-450 K: 0.522 eV
Apparent E_3 from 250-270 and 370-390 K: 0.63 eV
Slope with variable capture, i=1: 0.159 eV
Slope with variable capture, i=3: 0.400 eV
Apparent E_3 with variable capture only: 0.57 eV
Adatom capture rate at 390 K: 2.01e+03 1/s
Adsorption energy for under 1% loss at 390 K: 0.91 eV
Dimer barrier for under one hop before growth, 270 K: 0.68 eV
\end{verbatim}
